\section*{Cutting a Uniaxial Crystal for the Best Transverse Thermoelectric Effect}

\section{Problem}

A uniaxial crystal has different transport coefficients along its axes $a$ and $c$: Seebeck coefficients $S_a\neq S_c$, resistivities $\rho_a,\rho_c$ and thermal conductivities $\kappa_a,\kappa_c$. The thermal conductivities are those at zero electric current. There is no magnetic field. A bar is cut with its edges $x$ and $y$ in the $a$--$c$ plane, so that the crystal axes have the sample components
\begin{equation}
\hat{\mathbf a}=(\cos\theta,\sin\theta),\qquad
\hat{\mathbf c}=(-\sin\theta,\cos\theta),\qquad 0<\theta<90^\circ .
\label{axes}
\end{equation}
The bar is long in $x$ and thin in $y$. Plates on its $y$ faces fix the temperatures there and pass no current. Heat is driven along $y$, and voltage and current are taken along $x$.

(a) Find the transverse thermopower $S_{xy}$, the open-circuit field along $x$ per unit temperature gradient along $y$.

(b) Find the angle that maximizes the transverse figure of merit
\begin{equation}
z=\frac{S_{xy}^2}{\rho_{xx}\kappa_{yy}} .
\label{z}
\end{equation}

Evaluate both for the model values $S_a=150$ and $S_c=-100~\mu$V/K, $\rho_a=10$ and $\rho_c=40~\mu\Omega\,$m, $\kappa_a=4$ and $\kappa_c=1$~W/(m\,K), at $T=300$~K.

\section{A tempting solution}

Let $\mathbf E$ be minus the gradient of the electrochemical potential per unit charge, which is the field a voltmeter integrates. The transport law is
\begin{equation}
\mathbf E=\rho\,\mathbf J+S\,\nabla T ,
\label{law}
\end{equation}
with tensors $\rho$ and $S$ that are diagonal on the crystal axes. Thus $S_{ij}=S_a a_ia_j+S_c c_ic_j$, and with (\ref{axes})
\begin{equation}
S_{xy}=S_a\cos\theta\sin\theta+S_c(-\sin\theta)\cos\theta
=\frac{S_a-S_c}{2}\sin 2\theta .
\label{sxy}
\end{equation}
Since $\sin2\theta$ is largest at $45^\circ$, and $z$ grows as $S_{xy}^2$, the best cut is $45^\circ$. There $S_{xy}=125~\mu$V/K, $\rho_{xx}=(10+40)/2=25~\mu\Omega\,$m and $\kappa_{yy}=(4+1)/2=2.5$~W/(m\,K), so that
\begin{equation}
zT=\frac{(1.25\times10^{-4})^2\times300}{2.5\times10^{-5}\times2.5}=0.075 .
\end{equation}

\section{The fault}

Equation (\ref{sxy}) is correct and answers part (a). The fault lies in the next sentence: turning the crystal also changes the denominator of $z$. Projecting $\rho$ on $x$ and $\kappa$ on $y$ gives
\begin{align}
\rho_{xx}&=\rho_a\cos^2\theta+\rho_c\sin^2\theta, \label{rho}\\
\kappa_{yy}&=\kappa_a\sin^2\theta+\kappa_c\cos^2\theta. \label{kappa}
\end{align}
At $45^\circ$ the numerator is stationary, while $d\rho_{xx}/d\theta=\rho_c-\rho_a$ and $d\kappa_{yy}/d\theta=\kappa_a-\kappa_c$. Hence
\begin{align}
\left.\frac{d\ln z}{d\theta}\right|_{45^\circ}
&=-\frac{2(\rho_c-\rho_a)}{\rho_a+\rho_c}-\frac{2(\kappa_a-\kappa_c)}{\kappa_a+\kappa_c}\notag\\
&=-\frac{4(\rho_c\kappa_a-\rho_a\kappa_c)}{(\rho_a+\rho_c)(\kappa_a+\kappa_c)} .
\end{align}
This vanishes if and only if $\rho_c\kappa_a=\rho_a\kappa_c$. For the given values it is $-2.4$ per radian, so a smaller angle is better.

\section{Where the coefficients come from}

The linear Boltzmann equation shows how $S_a$ and $S_c$ can come to differ, and it supplies the heat current needed to justify $z$. For electrons of charge $-e$ with relaxation time $\tau$, the deviation from the local equilibrium distribution $f$ is
\begin{equation}
g=\tau(-f')\,\mathbf v\cdot\left[-e\mathbf E-\frac{\varepsilon-\mu}{T}\nabla T\right],
\qquad f'=\frac{\partial f}{\partial\varepsilon}.
\end{equation}
Define $K_n=\sum\tau\,\mathbf v\mathbf v\,(\varepsilon-\mu)^n(-f')$, summed over states per unit volume. The currents $\mathbf J=-e\sum\mathbf v g$ and $\mathbf q=\sum(\varepsilon-\mu)\mathbf v g$ are then
\begin{align}
\mathbf J&=e^2K_0\mathbf E+\frac eT K_1\nabla T, \label{J}\\
\mathbf q&=-eK_1\mathbf E-\frac1T K_2\nabla T. \label{q}
\end{align}
Solving (\ref{J}) for $\mathbf E$ reproduces (\ref{law}) with
\begin{equation}
\rho=(e^2K_0)^{-1},\qquad S=-\frac{1}{eT}K_0^{-1}K_1 .
\end{equation}
Inserting that $\mathbf E$ in (\ref{q}) gives
\begin{equation}
\mathbf q=\Pi\mathbf J-\kappa\nabla T,\quad
\Pi=-\frac1e K_1K_0^{-1},\quad
\kappa=\frac{K_2-K_1K_0^{-1}K_1}{T}.
\label{heat}
\end{equation}
Lattice heat conduction adds to $\kappa$. Because each $K_n$ is symmetric, $\Pi=TS^{\mathsf T}$, which is the Onsager relation between the Peltier and Seebeck tensors.

In a single parabolic band whose relaxation time depends on energy alone, an anisotropic mass does not give a transverse thermopower. Take one parabolic band, with kinetic energy $\hbar^2\mathbf k\cdot W\mathbf k/2$, inverse-mass tensor $W$, and $\tau$ a function of energy. Put $\mathbf k=W^{-1/2}\mathbf p$. The energy then depends on $|\mathbf p|$ alone, and $\mathbf v=\hbar W^{1/2}\mathbf p$. The integral of $\mathbf p\mathbf p$ over directions is a multiple of the unit tensor, so
\begin{equation}
K_n=\frac{C_n}{\sqrt{\det W}}\,W^{1/2}\,\mathbf 1\,W^{1/2}=\frac{C_n}{\sqrt{\det W}}\,W ,
\end{equation}
where the number $C_n$ does not depend on $W$. In $S$ the factor $W$ cancels: $S=-C_1/(eTC_0)$ times the unit tensor. The conductivity is anisotropic, yet $S_a=S_c$ and $S_{xy}=0$.

With an electron band $n$ and a hole band $p$ the tensors $K_n$ add, and along axis $i$
\begin{equation}
S_i=\frac{\sigma_{n,i}S_n+\sigma_{p,i}S_p}{\sigma_{n,i}+\sigma_{p,i}} .
\label{twoband}
\end{equation}
If holes carry most of the current along $a$ and electrons along $c$, $S_a$ and $S_c$ can have opposite signs, and the two add in $S_a-S_c$. This is one route, not the only one. Two valleys of the same carrier type with different edges and different mass tensors also give $S_a\neq S_c$. So does a single band that is not parabolic: if it is free-electron-like along $a$ and of tight-binding form along $c$, with $\mu$ near the top of the $c$ dispersion, then $S_a<0<S_c$. The rest of this text uses only the values on the two axes, whatever their origin.

\section{Why this figure of merit}

In the bar $J_y=0$ and, away from its ends, $\partial_xT=0$. Let $G=-\partial_yT>0$. Equations (\ref{law}) and (\ref{heat}), with $\Pi_{yx}=TS_{xy}$, become
\begin{equation}
E_x=\rho_{xx}J_x-S_{xy}G,\qquad q_y=TS_{xy}J_x+\kappa_{yy}G .
\end{equation}
The power delivered per volume is $-E_xJ_x$. For a temperature difference small compared with $T$, a Carnot engine would deliver $q_yG/T$. Write the current as a fraction $u$ of its short-circuit value, $J_x=uS_{xy}G/\rho_{xx}$. Then
\begin{equation}
r=\frac{\eta}{\eta_{\rm Carnot}}
=\frac{S_{xy}GJ_x-\rho_{xx}J_x^2}{S_{xy}GJ_x+\kappa_{yy}G^2/T}
=\frac{u(1-u)}{u+1/(zT)} .
\end{equation}
This is zero at $u=0$ and $u=1$ and positive between. Setting $dr/du=0$ gives
\begin{equation}
u^2+\frac{2u}{zT}-\frac1{zT}=0,\qquad
u=\frac{M-1}{zT}=\frac1{M+1},
\end{equation}
with $M=\sqrt{1+zT}$, since $zT=M^2-1$. At a stationary point a quotient equals the ratio of the derivatives of its numerator and denominator, so
\begin{equation}
r_{\max}=1-2u=\frac{M-1}{M+1}.
\label{eta}
\end{equation}
It increases with $z$. The cut with the largest $z$ is therefore the most efficient one at given $T$, and the elements that enter are $\rho_{xx}$ and $\kappa_{yy}$.

\section{The best angle}

Insert (\ref{sxy}), (\ref{rho}) and (\ref{kappa}) in (\ref{z}), divide numerator and denominator by $\cos^4\theta$, and put $t=\tan^2\theta$:
\begin{equation}
z=\frac{(S_a-S_c)^2\,t}{(\rho_a+\rho_ct)(\kappa_c+\kappa_at)} .
\end{equation}
Multiplying out the denominator and dividing it by $t$,
\begin{equation}
\frac{(S_a-S_c)^2}{z}=\rho_a\kappa_a+\rho_c\kappa_c+\frac{\rho_a\kappa_c}{t}+\rho_c\kappa_a t .
\end{equation}
The last two terms equal
\begin{equation}
\left(\sqrt{\frac{\rho_a\kappa_c}{t}}-\sqrt{\rho_c\kappa_at}\right)^2+2\sqrt{\rho_a\kappa_c\rho_c\kappa_a} .
\end{equation}
The square vanishes at a single $t$, which gives the one maximum of $z$:
\begin{equation}
\boxed{\tan^4\theta=\frac{\rho_a\kappa_c}{\rho_c\kappa_a}},\qquad
z_{\max}=\frac{(S_a-S_c)^2}{\left(\sqrt{\rho_a\kappa_a}+\sqrt{\rho_c\kappa_c}\right)^2}.
\label{best}
\end{equation}
The Seebeck coefficients set the size of $z$ but not the angle. If $a$ conducts charge well and $c$ conducts heat badly, the current should run closer to $a$ and the heat closer to $c$; both happen at small $\theta$. Turning the crystal the other way, $\theta\to-\theta$, reverses $S_{xy}$ and leaves $z$ unchanged.

\section{Numbers}

For the given values
\begin{equation}
\tan^4\theta=\frac{10\times1}{40\times4}=0.0625,\qquad \tan\theta=\tfrac12,\qquad \theta=26.6^\circ .
\end{equation}
Here $\sin^2\theta=0.2$, $\cos^2\theta=0.8$ and $\sin2\theta=0.8$, so
\begin{align}
S_{xy}&=\tfrac12(150+100)\times0.8=100~\mu\text{V/K},\\
\rho_{xx}&=10\times0.8+40\times0.2=16~\mu\Omega\,\text{m},\\
\kappa_{yy}&=4\times0.2+1\times0.8=1.6~\text{W/(m\,K)},\\
zT&=\frac{(10^{-4})^2\times300}{1.6\times10^{-5}\times1.6}=0.117 .
\end{align}
The thermopower is lower than the $125~\mu$V/K at $45^\circ$, but the product $\rho_{xx}\kappa_{yy}$ falls by more than $S_{xy}^2$ does. By (\ref{eta}) the efficiency is 2.8\% of the Carnot value, against 1.8\% at $45^\circ$.

The directions of current and heat must not be confused. Exchanging them in the same bar gives $S_{xy}^2T/(\rho_{yy}\kappa_{xx})=0.026$. The exchange swaps $\sin^2\theta$ and $\cos^2\theta$ in the denominator, so the best angle becomes $90^\circ-26.6^\circ=63.4^\circ$.

Let the bar be 20~mm long and 2~mm thick, with the face at larger $y$ hotter by 10~K. Then $E_x=10^{-4}\times10/(2\times10^{-3})=0.5$~V/m. If the disturbed regions near the ends are neglected, the open-circuit voltage is 10~mV, with the end at smaller $x$ positive.

\section{When the gradient tilts}

Equation (\ref{sxy}) presupposes $\partial_xT=0$. Suppose instead that the $x$ faces are thermally insulated and so close together that $q_x=0$ throughout. At $\mathbf J=0$ this requires $\kappa_{xx}\partial_xT+\kappa_{xy}\partial_yT=0$, and (\ref{law}) gives
\begin{equation}
\frac{E_x}{\partial_yT}=S_{xy}-S_{xx}\frac{\kappa_{xy}}{\kappa_{xx}},\qquad
\kappa_{xy}=\frac{\kappa_a-\kappa_c}{2}\sin2\theta .
\label{adiabatic}
\end{equation}
For the $26.6^\circ$ cut, $S_{xx}=150\times0.8-100\times0.2=100~\mu$V/K, $\kappa_{xy}=1.2$ and $\kappa_{xx}=3.4$~W/(m\,K). The result is $100-100\times1.2/3.4=65~\mu$V/K instead of 100. A measured transverse thermopower thus has to be reported with its thermal boundary conditions.

\section{Numerical check}

The program sums $K_0$, $K_1$ and $K_2$ for a two-dimensional two-band model on a grid fixed to the sample, with tilted mass tensors. It tests (\ref{sxy}), the vanishing of $S_{xy}$ for one band, and (\ref{adiabatic}). It also maximizes the efficiency over load and angle directly from (\ref{J}) and (\ref{q}). The search gives $56.65^\circ$, in agreement with (\ref{best}). This optimum lies above $45^\circ$ because in this model $c$ is the axis of lower resistivity and higher thermal conductivity. The model leaves out lattice heat conduction, so its $zT$ of about 1.1 is no estimate for a real crystal.

Its output shows $S_a=-S_c$. The band edges are equally far from the chemical potential, so $S_n=-S_p$. In two dimensions $\sigma_i\propto W_{ii}/\sqrt{\det W}$ on the crystal axes, with the same prefactor for both bands, and the product $\sigma_a\sigma_c$ is then the same for both. Hence $\sigma_{n,a}/\sigma_{p,a}=\sigma_{p,c}/\sigma_{n,c}$, and (\ref{twoband}) gives opposite values on the two axes.

\section*{Values computed for the example and the checks}
\begin{verbatim}
BOLTZMANN TEST MODEL (2D, two bands, electronic heat only)
band edges from chemical potential: 1.0 1.0 kT
conduction inverse masses a, c: (0.2, 4.0) relative
valence inverse masses a, c: (1.5, 0.4) relative
S_a = 216.07 microV/K
S_c = -216.07 microV/K
rho_c/rho_a = 0.4330, kappa_c/kappa_a = 2.3094
best angle, direct efficiency search = 56.654 deg
best angle, formula = 56.654 deg
zT at best angle, formula = 1.0859
efficiency/Carnot, direct search = 0.181759
efficiency/Carnot, formula = 0.181759
one band, theta = 0.6 rad: sigma_xy/sigma_xx = -1.2546
one band: |S_xy| below 1e-8 k_B/e: True
WORKED EXAMPLE (round model parameters)
T = 300 K
S_a = 150, S_c = -100 microV/K
rho_a = 10, rho_c = 40 microohm m
kappa_a = 4.0, kappa_c = 1.0 W/(m K)
tan^4 of best angle = 0.0625
best angle = 26.565 deg = 0.4636 rad
S_xy at best angle = 100.00 microV/K
S_xx at best angle = 100.00 microV/K
rho_xx at best angle = 16.00 microohm m
kappa_yy at best angle = 1.600 W/(m K)
kappa_xx at best angle = 3.400 W/(m K)
kappa_xy at best angle = 1.200 W/(m K)
z at best angle = 3.9062e-04 1/K
zT at best angle = 0.1172
zT at 15 deg = 0.0812
zT at 45 deg = 0.0750
zT at 60 deg = 0.0333
S_xy at 45 deg = 125.00 microV/K
efficiency/Carnot at best angle = 0.02770
efficiency/Carnot at 45 deg = 0.01808
current and heat exchanged, same cut: zT = 0.0260
best angle when exchanged = 63.43 deg
adiabatic x faces: E_x/(dT/dy) = 64.71 microV/K
bar: length 20 mm, thickness 2 mm
temperature difference across thickness = 10 K
open-circuit field E_x = 0.500 V/m
open-circuit voltage E_x * length = 10.000 mV
\end{verbatim}
